# Coordinate scaling and the exponents of local kinetic and exchange functionals: a numerical check

```python
# Result under test (Hartree atomic units, spin-unpolarized, dimension d):
# with n_g(r) = g^d n(g r), Ts[n_g] = g^2 Ts[n] and Ex[n_g] = g^p Ex[n] for an
# interaction w homogeneous of degree -p. A local functional int f(n) d^dr that
# scales as g^k for all g and n has f = C n^(1+k/d). The uniform gas gives C:
# C_T (kinetic) and C_X (exchange; 1/r in d=3,2 and delta(x) in d=1).
# kF Fermi wave number, rho_s(r) one-spin density matrix, e_x exchange per volume.
import numpy as np
import sympy as sp
from scipy import constants, special, integrate, optimize
from pyscf import gto, dft, scf
scf.hf.MUTE_CHKFILE = True
pi, log = np.pi, np.log
EV = constants.physical_constants['Hartree energy in eV'][0]
C_T = {3: 0.3*(3*pi**2)**(2/3), 2: pi/2, 1: pi**2/24}
C_X = {3: -0.75*(3/pi)**(1/3), 2: -4/3*np.sqrt(2/pi), 1: -0.25}

def panels(edges, order=16):
    t, w = np.polynomial.legendre.leggauss(order)
    lo, hi = edges[:-1, None], edges[1:, None]
    return (0.5*(hi+lo)+0.5*(hi-lo)*t).ravel(), (0.5*(hi-lo)*w).ravel()

# Uniform gas kinetic energy: closed-shell plane-wave sums, fixed box, two fillings
box = 10.0
for d, cut in ((3, 40), (2, 300), (1, 2000)):
    res = []
    for mmax in (cut, 2*cut):
        m = np.arange(-mmax, mmax+1)**2
        m2 = m
        for _ in range(d-1):
            m2 = np.add.outer(m2, m)
        occ = m2[m2 <= mmax**2]
        res.append((2*occ.size/box**d, (2*pi/box)**2*float(occ.sum())/box**d))
    expo = log(res[1][1]/res[0][1])/log(res[1][0]/res[0][0])
    coef = res[1][1]/res[1][0]**(1+2/d)
    assert abs(expo-(1+2/d)) < 1e-3 and abs(coef/C_T[d]-1) < 1e-3
    print(f"gas Ts d={d}: exponent {expo:.5f}, C sum {coef:.5f}, C_T {C_T[d]:.5f} a.u.")

# Uniform gas exchange: quadrature on one fixed radial grid
RMAX = 2000.0
r, wr = panels(np.concatenate(([0.0], np.geomspace(1e-12, 0.25, 120),
                               np.arange(0.5, RMAX+0.1, 0.25))))
def kfermi(n, d):
    return {3: (3*pi**2*n)**(1/3), 2: np.sqrt(2*pi*n), 1: pi*n/2}[d]
def rho_s(n, d, s):
    x = kfermi(n, d)*s
    if d == 3:
        return n/2*3*special.spherical_jn(1, x)/x
    if d == 2:
        return n/2*2*special.j1(x)/x
    return n/2*np.sin(x)/x
def e_x(n, d, w):
    shell = {3: 4*pi*r**2, 2: 2*pi*r, 1: 2.0}[d]
    return -np.sum(wr*shell*rho_s(n, d, r)**2*w)
kspace = {3: lambda k, s: k*np.sin(k*s)/s/(2*pi**2),
          2: lambda k, s: k*special.j0(k*s)/(2*pi),
          1: lambda k, s: np.cos(k*s)/pi}
for d in (3, 2, 1):
    for s in (0.3, 1.7, 4.0):
        direct = integrate.quad(kspace[d], 0, kfermi(0.4, d), args=(s,))[0]
        assert abs(direct-rho_s(0.4, d, s)) < 1e-10
xs = sp.symbols('x', positive=True)
j0s, j1s = sp.sin(xs)/xs, sp.sin(xs)/xs**2-sp.cos(xs)/xs
assert sp.expand(sp.diff(j0s**2+j1s**2, xs)+4*j1s**2/xs) == 0
int3 = np.sum(wr*special.spherical_jn(1, r)**2/r)
int2 = np.sum(wr*(special.j1(r)/r)**2)
assert abs(int3-0.25) < 1e-6 and abs(int2-4/(3*pi)) < 1e-6
print(f"int j1^2/x = {int3:.6f}, int J1^2/x^2 = {int2:.6f}, 4/(3pi) = {4/(3*pi):.6f}")
na, nb, sig = 0.1, 0.8, 1e-3
narrow = np.exp(-r**2/(2*sig**2))/(sig*np.sqrt(2*pi))
print(f"gas densities {na}, {nb} bohr^-d; 1D delta as Gaussian, width {sig} bohr")
for d, w in ((3, 1/r), (2, 1/r), (1, narrow)):
    ea, eb = e_x(na, d, w), e_x(nb, d, w)
    expo, coef = log(eb/ea)/log(nb/na), eb/nb**(1+1/d)
    assert abs(expo-(1+1/d)) < 1e-4 and abs(coef/C_X[d]-1) < 1e-4
    print(f"gas Ex d={d}: exponent {expo:.5f}, C quad {coef:.5f}, C_X {C_X[d]:.5f} a.u.")
expo = log(e_x(nb, 1, r**-0.5)/e_x(na, 1, r**-0.5))/log(nb/na)
assert abs(expo-1.5) < 1e-3
print(f"1D w=|x|^-1/2: exponent {expo:.4f}")
soft = lambda b: 1/np.sqrt(r**2+b**2)
n1 = 0.5
e_b = [e_x(n1, 1, soft(b)) for b in (1e-1, 1e-3, 1e-5)]
slope = (e_b[2]-e_b[1])/log(100)
assert abs(slope/(-n1**2/2)-1) < 1e-4
print(f"1D soft, n={n1}/bohr, b=1e-1,1e-3,1e-5 bohr: e_x "
      f"{e_b[0]:.5f} {e_b[1]:.5f} {e_b[2]:.5f} Ha/bohr")
print(f"  slope per ln(1/b) {slope:.5f}, -n^2/2 = {-n1**2/2:.5f} Ha/bohr")
def local_expo(n):
    return log(e_x(n*1.01, 1, soft(1.0))/e_x(n/1.01, 1, soft(1.0)))/log(1.01**2)
nlo, nhi = 0.02, 10.0
L = -2*e_x(nlo, 1, soft(1.0))/nlo**2
assert abs(local_expo(nlo)-(2-1/L)) < 0.01 and abs(local_expo(nhi)-1) < 0.05
print(f"1D soft b=1 bohr: exponent {local_expo(nlo):.4f} at n={nlo} (L={L:.4f}, 2-1/L={2-1/L:.4f})")
print(f"  exponent {local_expo(1.0):.4f} at n=1.0, {local_expo(nhi):.4f} at n={nhi} /bohr")
def eps_log(n):
    tail = 8*(n/2)**2/kfermi(n, 2)**3*(log(RMAX)+1)/RMAX  # mean of J1^2 is 1/(pi x)
    return (e_x(n, 2, -log(r))+tail)/n
shift = eps_log(nb)-eps_log(na)
assert abs(shift+0.25*log(nb/na)) < 1e-4
print(f"2D -ln r: change of e_x/n {shift:.5f}, -(1/4)ln(nb/na) {-0.25*log(nb/na):.5f} Ha")

# Flat-top densities isolate the value of G at one density
f_test = lambda n: n*log(1+n)
G = lambda n: f_test(8*n)/8-4*f_test(n)
rf, wf = panels(np.linspace(0, 3, 6001))
vol = 4*pi*rf**2*wf
target, errs = 2*G(1.0), []
for width in (1e-2, 1e-3):
    top = lambda R: special.expit((R-rf)/width)
    R = optimize.brentq(lambda R: np.sum(vol*top(R))-2, 0.5, 1.0)
    errs.append(np.sum(vol*G(top(R)))-target)
assert 8 < errs[0]/errs[1] < 12 and abs(errs[1]/target) < 0.02
print(f"flat top f=n ln(1+n), g=2, k=2, a=1, N=2: limit (N/a)G(a) {target:.5f} a.u.")
print(f"  error {errs[0]:.5f} at edge 0.01 bohr, {errs[1]:.5f} at edge 0.001 bohr")

# Log-periodic local functional on a one-electron Gaussian density
rg, wg = panels(np.linspace(0, 8, 401))
def periodic(g):
    ln_n = 3*log(g)-1.5*log(pi)-(g*rg)**2
    return np.sum(4*pi*rg**2*wg*np.exp(5/3*ln_n)*(1+0.5*np.cos(2*pi*ln_n/log(8))))
q2, qr = periodic(2.0)/periodic(1.0)/4, periodic(np.sqrt(2))/periodic(1.0)/2
assert abs(q2-1) < 1e-9 and abs(qr-1) > 0.1
print(f"log-periodic F[n_g]/(g^2 F[n]): {q2:.5f} at g=2, {qr:.5f} at g=sqrt2")

# 1D: diagonalize v(x) and g^2 v(g x) on the same grid, 3 doubly occupied orbitals
h, g1 = 0.05, 1.5
x = np.arange(-160, 161)*h
dij = np.subtract.outer(np.arange(x.size), np.arange(x.size))
tmat = np.where(dij == 0, pi**2/6, (-1.0)**np.abs(dij)/np.maximum(dij**2, 1))/h**2
v = lambda y: 0.5*y**2+0.1*y**4+0.3*y
def solve(pot):
    c = np.linalg.eigh(tmat+np.diag(pot))[1][:, :3]
    dm = c@c.T/h
    n = 2*np.diag(dm)
    return dict(phi=c/np.sqrt(h), n=n, ts=2*np.trace(c.T@tmat@c),
                tf=C_T[1]*h*np.sum(n**3), exd=-h*np.sum(np.diag(dm)**2),
                exs=-h*h*np.sum(dm**2/np.sqrt(1+(dij*h)**2)))
a, b = solve(v(x)), solve(g1**2*v(g1*x))
inside = np.abs(g1*x) < 7.5
phi_at = np.sinc(np.subtract.outer(g1*x[inside], x)/h)@a['phi']
assert np.max(np.abs(g1*2*np.sum(phi_at**2, axis=1)-b['n'][inside])) < 1e-7
assert abs(b['ts']/a['ts']-g1**2) < 1e-7 and abs(b['tf']/a['tf']-g1**2) < 1e-7
assert abs(b['exd']/a['exd']-g1) < 1e-7 and 1 < b['exs']/a['exs'] < g1-0.1
print(f"1D v=x^2/2+0.1x^4+0.3x, N=6, g={g1}")
for key, name in (('ts', 'Ts'), ('tf', 'local n^3'), ('exd', 'Ex delta'), ('exs', 'Ex soft b=1')):
    print(f"  {name}: {a[key]:.5f} -> {b[key]:.5f} Ha, ratio {b[key]/a[key]:.5f}")

# Worked example: linear H4, LDA density, scaled with new integrals and new grids
spacing = 1.8
base = gto.basis.load('cc-pvdz', 'H')
def molecule(g):
    bas = [[sh[0]]+[[p[0]*g*g]+list(p[1:]) for p in sh[1:]] for sh in base]
    return gto.M(atom=[['H', (0, 0, (i-1.5)*spacing/g)] for i in range(4)],
                 unit='Bohr', basis={'H': bas}, verbose=0)
mol1 = molecule(1.0)
mf = dft.RKS(mol1)
mf.xc = 'lda,vwn'
mf.conv_tol = 1e-10
etot = mf.kernel()
assert mf.converged
dm = mf.make_rdm1()
def density(mol, pts):
    return dft.numint.eval_rho(mol, dft.numint.eval_ao(mol, pts), dm)
def functionals(g):
    mol = molecule(g)
    grid = dft.gen_grid.Grids(mol)
    grid.level, grid.prune = 4, None
    grid.build()
    rho = dft.numint.eval_rho(mol, dft.numint.eval_ao(mol, grid.coords, deriv=1), dm, xctype='GGA')
    keep = rho[0] > 1e-14
    rho, w = np.ascontiguousarray(rho[:, keep]), grid.weights[keep]
    n = rho[0]
    xc = lambda code, arg: np.sum(w*n*dft.libxc.eval_xc(code, arg, spin=0, deriv=1)[0])
    out = {'Ts': np.sum(dm*mol.intor('int1e_kin')),
           'Ex': -0.25*np.sum(dm*scf.hf.get_jk(mol, dm)[1]),
           'int n': np.sum(w*n), 'int n^4/3': np.sum(w*n**(4/3)),
           'int n^5/3': np.sum(w*n**(5/3)), 'int n^2': np.sum(w*n**2),
           'T vW': np.sum(w*np.sum(rho[1:4]**2, axis=0)/(8*n)),
           'Ex PBE': xc('pbe,', rho), 'Ec VWN': xc(',vwn', n)}
    assert abs(xc('slater,', n)/(C_X[3]*out['int n^4/3'])-1) < 1e-8
    return out
pts = np.array([[0.1, 0.2, 0.3], [0.5, -0.4, 1.1], [0.0, 0.9, -2.0]])
gs = (0.5, 2.0)
for g in gs:
    assert np.allclose(density(molecule(g), pts), g**3*density(mol1, g*pts), rtol=1e-9)
F = {g: functionals(g) for g in (0.5, 1.0, 2.0)}
expected = {'Ts': 2, 'Ex': 1, 'int n': 0, 'int n^4/3': 1, 'int n^5/3': 2,
            'int n^2': 3, 'T vW': 2, 'Ex PBE': 1}
print(f"H4 spacing {spacing} bohr, LDA(VWN)/cc-pVDZ, E = {etot:.5f} Ha")
print("values at g=0.5, 1, 2 (energies Ha, int n^a a.u.); k at g=0.5, 2")
kk = {}
for key in F[1.0]:
    kk[key] = [log(F[g][key]/F[1.0][key])/log(g) for g in gs]
    if key in expected:  # tolerance set by the unscaled molecular grid
        assert max(abs(k-expected[key]) for k in kk[key]) < 1e-3
    print(f"  {key}: {F[0.5][key]:.5f} {F[1.0][key]:.5f} {F[2.0][key]:.5f}; "
          f"k {kk[key][0]:.4f} {kk[key][1]:.4f}")
assert kk['Ec VWN'][0]-kk['Ec VWN'][1] > 0.02 and max(kk['Ec VWN']) < 0.8
rt = [C_T[3]*F[g]['int n^5/3']/F[g]['Ts'] for g in F]
rx = [C_X[3]*F[g]['int n^4/3']/F[g]['Ex'] for g in F]
assert np.ptp(rt) < 1e-3 and np.ptp(rx) < 1e-3
for g in F:
    print(f"g={g}: T_TF {C_T[3]*F[g]['int n^5/3']:.5f} Ha, Ex_Dirac {C_X[3]*F[g]['int n^4/3']:.5f} Ha")
print("T_TF/Ts at g=0.5,1,2: "+" ".join(f"{q:.5f}" for q in rt))
print("Ex_Dirac/Ex at g=0.5,1,2: "+" ".join(f"{q:.5f}" for q in rx))
one = F[1.0]
print(f"g=1: Ts {one['Ts']*EV:.3f} eV, T_TF {C_T[3]*one['int n^5/3']*EV:.3f} eV")
print(f"g=1: Ex {one['Ex']*EV:.3f} eV, Ex_Dirac {C_X[3]*one['int n^4/3']*EV:.3f} eV")
print("done: every assertion held")
```

Printed output:

```
gas Ts d=3: exponent 1.66667, C sum 2.87123, C_T 2.87123 a.u.
gas Ts d=2: exponent 2.00000, C sum 1.57080, C_T 1.57080 a.u.
gas Ts d=1: exponent 3.00000, C sum 0.41123, C_T 0.41123 a.u.
int j1^2/x = 0.250000, int J1^2/x^2 = 0.424413, 4/(3pi) = 0.424413
gas densities 0.1, 0.8 bohr^-d; 1D delta as Gaussian, width 0.001 bohr
gas Ex d=3: exponent 1.33333, C quad -0.73856, C_X -0.73856 a.u.
gas Ex d=2: exponent 1.50000, C quad -1.06385, C_X -1.06385 a.u.
gas Ex d=1: exponent 2.00000, C quad -0.25000, C_X -0.25000 a.u.
1D w=|x|^-1/2: exponent 1.5000
1D soft, n=0.5/bohr, b=1e-1,1e-3,1e-5 bohr: e_x -0.43382 -1.00901 -1.58466 Ha/bohr
  slope per ln(1/b) -0.12500, -n^2/2 = -0.12500 Ha/bohr
1D soft b=1 bohr: exponent 1.7722 at n=0.02 (L=4.3839, 2-1/L=1.7719)
  exponent 1.2257 at n=1.0, 1.0207 at n=10.0 /bohr
2D -ln r: change of e_x/n -0.51986, -(1/4)ln(nb/na) -0.51986 Ha
flat top f=n ln(1+n), g=2, k=2, a=1, N=2: limit (N/a)G(a) -1.15073 a.u.
  error 0.08076 at edge 0.01 bohr, 0.00811 at edge 0.001 bohr
log-periodic F[n_g]/(g^2 F[n]): 1.00000 at g=2, 0.74389 at g=sqrt2
1D v=x^2/2+0.1x^4+0.3x, N=6, g=1.5
  Ts: 6.22148 -> 13.99833 Ha, ratio 2.25000
  local n^3: 6.46878 -> 14.55476 Ha, ratio 2.25000
  Ex delta: -2.36042 -> -3.54063 Ha, ratio 1.50000
  Ex soft b=1: -2.64729 -> -2.78436 Ha, ratio 1.05178
H4 spacing 1.8 bohr, LDA(VWN)/cc-pVDZ, E = -2.22431 Ha
values at g=0.5, 1, 2 (energies Ha, int n^a a.u.); k at g=0.5, 2
  Ts: 0.50263 2.01053 8.04214; k 2.0000 2.0000
  Ex: -0.60217 -1.20435 -2.40870; k 1.0000 1.0000
  int n: 4.00000 4.00000 4.00000; k 0.0000 -0.0000
  int n^4/3: 0.72620 1.45239 2.90479; k 1.0000 1.0000
  int n^5/3: 0.15049 0.60197 2.40787; k 2.0000 2.0000
  int n^2: 0.03378 0.27028 2.16220; k 3.0000 3.0000
  T vW: 0.44194 1.76775 7.07101; k 2.0000 2.0000
  Ex PBE: -0.60502 -1.21003 -2.42007; k 1.0000 1.0000
  Ec VWN: -0.13385 -0.18642 -0.24766; k 0.4780 0.4098
g=0.5: T_TF 0.43210 Ha, Ex_Dirac -0.53634 Ha
g=1.0: T_TF 1.72839 Ha, Ex_Dirac -1.07268 Ha
g=2.0: T_TF 6.91356 Ha, Ex_Dirac -2.14536 Ha
T_TF/Ts at g=0.5,1,2: 0.85967 0.85967 0.85967
Ex_Dirac/Ex at g=0.5,1,2: 0.89067 0.89067 0.89067
g=1: Ts 54.709 eV, T_TF 47.032 eV
g=1: Ex -32.772 eV, Ex_Dirac -29.189 eV
done: every assertion held
```
